# The generalized Kohn–Sham scheme, derived in two ways

## Result

Take $N$ electrons with $H=T+W+\sum_k v(\mathbf r_k)$, pair repulsion $w\ge 0$, a nondegenerate ground state of energy $E_0$ and density $n_0$, and Hartree atomic units. For a Slater determinant $\Phi$ let $S[\Phi]=\langle\Phi|T+\alpha W|\Phi\rangle$ with $0\le\alpha\le1$, and define

$$F[n]=\min_{\Psi\to n}\langle\Psi|T+W|\Psi\rangle,\qquad F^S[n]=\min_{\Phi\to n}S[\Phi],\qquad R[n]=F[n]-F^S[n].$$

$\Psi$ runs over all antisymmetric states of density $n$, $\Phi$ over determinants only, and the minima are assumed to be attained. The generalized Kohn–Sham (GKS) scheme states:

$$E_0=\min_\Phi\Big\{S[\Phi]+R[n_\Phi]+\int v\,n_\Phi\Big\},\qquad n_{\Phi_0}=n_0, \tag{1}$$

$$\big[-\tfrac12\nabla^2+\alpha(v_H+K)+v+v_R\big]\phi_i=\varepsilon_i\phi_i, \tag{2}$$

with $K$ the nonlocal Fock operator and $v_R(\mathbf r)$ a multiplicative potential. Equation (1) follows from the definitions. Equation (2) is derived under one further condition, and each of two is sufficient: either $R$ is differentiable at $n_0$, or $n_0$ is the density of a minimiser of $S+\int u\,n$ for some local $u$. $R$ is exact but is not known in closed form.

## Common ground

Let $x=(\mathbf r,\sigma)$, let $\phi_1\dots\phi_N$ be orthonormal, $\gamma(x,x')=\sum_i\phi_i(x)\phi_i^*(x')$ and $n(\mathbf r)=\sum_\sigma\gamma(x,x)$.

In the continuum the search for $F^S$ is never empty. With $s(r_1)=N^{-1}\int_{r_1'<r_1}n\,d^3r'$, which runs from 0 to 1, the equal-spin orbitals $\sqrt{n/N}\,e^{2\pi iks}$, $k=1\dots N$, have overlaps $\int_0^1 e^{2\pi i(k-l)s}ds=\delta_{kl}$ and densities that add up to $n$.

When the determinant is expanded, orthogonality removes from $\langle W\rangle$ every relative permutation except the identity (sign $+$) and the exchange of the interacting pair (sign $-$), so $\langle W\rangle=\frac12\sum_{ij}(\langle ij|w|ij\rangle-\langle ij|w|ji\rangle)$. Summing the orbitals into $\gamma$,

$$S=\mathrm{tr}(T\gamma)+\alpha(E_H+E_x),\quad E_H=\tfrac12\iint w\,n\,n',\quad E_x=-\tfrac12\iint w\,|\gamma(x,x')|^2 .$$

A unitary mixing of the occupied orbitals leaves $\gamma$, and so $S$, unchanged. Vary $\gamma$. The two factors of $n$ cancel the $\frac12$: $\delta E_H=\int v_H\,\delta n$ with $v_H(\mathbf r)=\int w\,n'$. Writing $|\gamma(x,x')|^2=\gamma(x,x')\gamma(x',x)$ and using the symmetry of $w$, $\delta E_x=-\iint w\,\gamma(x,x')\,\delta\gamma(x',x)$. Hence

$$\delta S=\mathrm{tr}(\hat O\,\delta\gamma),\qquad \hat O=T+\alpha(v_H+K),\qquad K(x,x')=-w\,\gamma(x,x'). \tag{3}$$

$\hat O$ is Hermitian because $\gamma$ is, and it is the same for all orbitals. These two properties hold for any real, differentiable $S$ that depends on the orbitals only through $\gamma$, and they are all that the orbital equation uses.

**Lemma.** Let a functional of determinants vary as $\delta E=\mathrm{tr}(h\,\delta\gamma)$, with $h$ Hermitian and fixed by $\gamma$. At a stationary $\Phi$ the orbitals can be chosen with $h\phi_i=\varepsilon_i\phi_i$.

Replace $\phi_i$ by $\cos t\,\phi_i+e^{i\theta}\sin t\,\phi_a$, with $\phi_a$ normalised and orthogonal to all occupied orbitals; orthonormality is kept exactly. At $t=0$, $d\gamma/dt=e^{i\theta}|a\rangle\langle i|+e^{-i\theta}|i\rangle\langle a|$, so $dE/dt=2\,\mathrm{Re}(e^{-i\theta}\langle a|h|i\rangle)$. This vanishes for $\theta=0$ and $\theta=\pi/2$, so $\langle a|h|i\rangle=0$ for every such $\phi_a$. Then $h\phi_i=\sum_j\phi_j\Lambda_{ji}$ with $\Lambda_{ji}=\langle j|h|i\rangle$ Hermitian. The unitary mixing that diagonalises $\Lambda$ changes neither $\gamma$ nor $h$.

## First derivation: nested search and chain rule

The Rayleigh–Ritz search over $\Psi$ is sorted by density, and $F=F^S+R$ is inserted:

$$E_0=\min_n\Big\{F[n]+\int vn\Big\}=\min_n\Big\{\min_{\Phi\to n}S[\Phi]+R[n]+\int vn\Big\}.$$

The last two terms have one value for all $\Phi\to n$, so they can be moved inside the inner minimum with $n$ replaced by $n_\Phi$. A minimum over $n$ of a minimum over $\Phi\to n$ is a minimum over all $\Phi$, which is the energy statement of (1). For the density, $S[\Phi]\ge F^S[n_\Phi]$ gives

$$S[\Phi]+R[n_\Phi]+\int vn_\Phi\;\ge\;F[n_\Phi]+\int vn_\Phi\;\ge\;E_0 .$$

At the minimiser $\Phi_0$ both signs are equalities. The second makes $n_{\Phi_0}$ a ground-state density, which is $n_0$ by nondegeneracy; the first makes $\Phi_0$ the constrained minimiser of $S$ at $n_0$.

Now assume that $R$ is differentiable at $n_0$ along the densities of nearby determinants: $\delta R=\int v_R\,\delta n$. Since $\int\delta n=0$, $v_R=\delta R/\delta n$ is fixed only up to a constant. Because $\delta n(\mathbf r)=\sum_\sigma\delta\gamma(x,x)$ involves only the diagonal of $\delta\gamma$, $\int v_R\,\delta n=\mathrm{tr}(v_R\,\delta\gamma)$ with $v_R$ acting by multiplication; this is why the remainder is local. The same holds for $v$. With (3), the functional in (1) varies as $\mathrm{tr}(h\,\delta\gamma)$ with $h=\hat O+v+v_R$, and the lemma gives (2). The free constant shifts all $\varepsilon_i$ together.

## Second derivation: an auxiliary problem in a local potential

Here $R$ is not differentiated. For a local potential $u$ consider the unconstrained problem

$$G[u]=\min_\Phi\Big\{S[\Phi]+\int u\,n_\Phi\Big\},$$

a Hartree–Fock problem with interaction $\alpha w$. Assume $S$-representability: for some $u$ a global minimiser $\Phi_u$ has density $n_0$.

For any $\Phi\to n_0$, minimality reads $S[\Phi]+\int un_0\ge S[\Phi_u]+\int un_0$. The potential terms cancel, so $S[\Phi_u]=F^S[n_0]$: $u$ is the Lagrange multiplier of the density constraint. By (3) and the lemma, $(\hat O+u)\phi_i=\varepsilon_i\phi_i$. Defining

$$v_R=u-v \tag{4}$$

gives (2), with $v_R$ local as a difference of local potentials and the density exact by assumption. The energy follows from $E_0=F[n_0]+\int vn_0$ and $F[n_0]=S[\Phi_u]+R[n_0]$.

Global minimality also fixes the occupation. Replace an occupied $\phi_i$ by an empty eigenfunction $\phi_a$ of $h=\hat O+u$, so that $\Delta\gamma=|a\rangle\langle a|-|i\rangle\langle i|$. The energy is quadratic in $\gamma$. Its linear change is $\mathrm{tr}(h\Delta\gamma)=\varepsilon_a-\varepsilon_i$. Its quadratic change is $\alpha(E_H+E_x)[\Delta\gamma]$, in which the $aa$ and $ii$ terms cancel between Hartree and exchange, and the two cross terms, each with sign $-$ and weight $\frac12$, give $-\alpha(J_{ia}-K_{ia})$, with $J_{ia}=\langle ia|w|ia\rangle$ and $K_{ia}=\langle ia|w|ai\rangle$. The total change cannot be negative:

$$\varepsilon_a-\varepsilon_i\ge\alpha(J_{ia}-K_{ia})=\tfrac\alpha2\iint w\,|\phi_i(x)\phi_a(x')-\phi_a(x)\phi_i(x')|^2\ge0 .$$

The lowest $N$ levels are filled.

The two potentials $v_R$ agree when both exist and $F^S$ is differentiable at $n_0$. For any $n$, the constrained minimiser at $n$ is a trial state for $G[u]$, so $F^S[n]+\int un\ge F^S[n_0]+\int un_0$. Put $n=n_0+t\,\delta n$ with $\int\delta n=0$ and both signs of $t$ allowed. The left side is minimal at $t=0$, so if $F^S$ is differentiable there, $\delta F^S=-\int u\,\delta n$. $F=F^S+R$ is then differentiable too, and Rayleigh–Ritz gives the same inequality for $F$ and $v$, so $\delta F=-\int v\,\delta n$. Subtracting, $\delta R/\delta n=u-v+\text{const}$, which is (4).

## What each derivation assumes

The first derivation gets (1) from the definitions and nondegeneracy, and pays for (2) with the differentiability of $R$. This is assumed, not proved. In the continuum a small, rapidly oscillating change of $n$ can raise the kinetic energy without bound, so $F$ and $F^S$ separately can have derivatives only along smooth directions; this growth can cancel in the difference $R$, as it does for one electron, where $R=0$, and the argument leaves the general case open. The conclusion is also limited: $\Phi_0$ is a stationary point of $S+\int(v+v_R)n$ with $v_R$ frozen, but the derivation does not show that it is the minimum, nor that the lowest levels are filled. In return, if $R$ is differentiable in a neighbourhood of $n_0$ and not only at $n_0$, $v_R[n]$ is defined as a functional there, which is what a self-consistent calculation, and any approximation to $R$, needs.

The second derivation needs no derivative of $R$ and yields the occupation rule, but it assumes the existence of $u$. That is the statement that the inequality $F^S[n]\ge F^S[n_0]-\int u(n-n_0)$ holds for all $n$, a supporting plane at $n_0$. A search over single determinants need not give a convex $F^S$. Where $F^S[n_0]$ lies above its convex hull no such plane exists: every $u$ has its minimiser at some other density, and this derivation fails, while (1) still holds. It gives $v_R$ at one density, by inversion.

If the interacting ground state is degenerate, (1) survives with $n_0$ one of the pure ground-state densities.

## Consequences

**Energy.** Multiply (2) by $\phi_i^*$, integrate and sum. Since $\mathrm{tr}(v_H\gamma)=2E_H$ and $\mathrm{tr}(K\gamma)=2E_x$, $\sum\varepsilon_i=T+2\alpha(E_H+E_x)+\int(v+v_R)n_0$, where $T=\mathrm{tr}(T\gamma)$. Eliminating $T+\int vn_0$ from (1),

$$E_0=\sum_i\varepsilon_i-\alpha(E_H+E_x)-\int v_Rn_0+R. \tag{5}$$

A constant $c$ in $v_R$ adds $Nc$ to the first term and removes it in the third.

**Hybrid form.** A density functional added to $S$ is constant on $\Phi\to n$, so the determinant is unchanged. Dropping $\alpha E_H$ gives $S'=T+\alpha E_x$, and the operator in (2) stays the same with $u'=u+\alpha v_H$.

**Dependence on $\alpha$ at fixed $n_0$.** Write $T_\alpha$ and $W_\alpha=E_H+E_x$ for the minimiser $\Phi_\alpha$. Using $\Phi_\alpha$ as a trial state at $\alpha'$ gives $F^S_{\alpha'}\le F^S_\alpha+(\alpha'-\alpha)W_\alpha$. A function that lies below a line touching it at each point is concave, and where it is smooth the line is its tangent: $dF^S/d\alpha=W_\alpha$ and $dW_\alpha/d\alpha\le0$. At $\alpha=0$, $F^S=T_s$ is the least kinetic energy, so $T_\alpha\ge T_s$. With $E_c^\alpha=F-T_\alpha-W_\alpha$,

$$R=(1-\alpha)W_\alpha+E_c^\alpha .$$

$E_c^\alpha\le0$ because $\Phi_\alpha$ is a trial state for $F$. From $T_\alpha+W_\alpha=F^S_\alpha+(1-\alpha)W_\alpha$, whose derivative is $W_\alpha-W_\alpha+(1-\alpha)\,dW_\alpha/d\alpha$, one gets $dE_c^\alpha/d\alpha=-(1-\alpha)\,dW_\alpha/d\alpha\ge0$. The case $\alpha=0$ is Kohn–Sham theory. The case $\alpha=1$ is Hartree–Fock plus a local correlation potential. For one electron $W=0$ and $R=0$. For two electrons, as long as the minimiser is the closed-shell determinant with one spatial orbital $\phi=\sqrt{n_0/2}$ doubly occupied, $K\phi=-\frac12v_H\phi$ is local and $\Phi_\alpha$ does not depend on $\alpha$; since the search covers all determinants, a spin-broken one of the same density may lie lower for $\alpha>0$, and then this no longer holds.

**First order in $\alpha$.** Take real Kohn–Sham orbitals, a nonzero gap, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. A perturbation $P$ gives $\delta\phi_i=-\sum_a\phi_aP_{ai}/\Delta_{ai}$ and $\delta n=-2\sum_{ia}\phi_i\phi_aP_{ai}/\Delta_{ai}$ (spin summed); occupied–occupied terms cancel in pairs. For local $P$ this is $\chi_sP$, with $\chi_s$ symmetric and assumed invertible apart from constants; for $P=K$ call it $\tau$. Under a local $\delta u$, $\delta E_x=\mathrm{tr}(K\delta\gamma)=-2\sum K_{ia}\,\delta u_{ai}/\Delta_{ai}=\int\tau\,\delta u$. With $v_x=\delta E_x/\delta n$ it also equals $\int v_x\chi_s\delta u$, so $\chi_sv_x=\tau$, the optimized-effective-potential equation. Switching on $\alpha$ perturbs (2) by $\alpha(v_H+K)+\delta u$; the change of $\gamma$ inside $v_H+K$ enters at order $\alpha^2$. Fixed density demands $\chi_s(\alpha v_H+\delta u)+\alpha\tau=0$, so $\delta u=-\alpha(v_H+v_x)+\text{const}$ and the net perturbation is $\alpha(K-v_x)$. The gap between the highest occupied level $H$ and the lowest empty level $L$, both nondegenerate, has slope

$$\Delta_x=\langle L|K-v_x|L\rangle-\langle H|K-v_x|H\rangle .$$

Further, $\delta W=\mathrm{tr}[(v_H+K)\delta\gamma]=\mathrm{tr}[(K-v_x)\delta\gamma]$, because a local potential contributes $\int(\cdot)\,\delta n=0$. Thus $\delta W=2c_2\alpha$ with $c_2=-\sum_{ia}(K-v_x)_{ai}^2/\Delta_{ai}$. Integrating $dF^S/d\alpha=W_\alpha$ gives $F^S=T_s+\alpha W_0+c_2\alpha^2$, and $T_\alpha=F^S-\alpha W_\alpha=T_s-c_2\alpha^2$, both to order $\alpha^2$.

## Worked example

Three spin-polarised electrons move on 12 sites $x=1\dots12$ bohr between hard walls. The kinetic matrix has $1$ Ha on the diagonal and $-\frac12$ Ha between neighbours, $w=1/\sqrt{d^2+1}$ for separation $d$, and $v=-\sum_X 1/\sqrt{(x-X)^2+1}$ with $X=3,6,10$ bohr. These are round model parameters; integrals become sums. A neighbour hop keeps the order of the electrons, so all off-diagonal elements in the 220 configurations are nonpositive and connect them all, and the Perron–Frobenius theorem makes the lowest state of this sector nondegenerate (first excitation within the sector 0.408 Ha). All searches in the example, over $\Psi$ and over $\Phi$, are restricted to states with all spins parallel, so $E_0$, $I$, $A$, $F$, $F^S$ and $R$ are those of spinless fermions; if spins may flip, the same $H$ has lower states, the lowest at $-2.769$ Ha. The free constant is fixed by the convention $\varepsilon_H=-I$.

Exact diagonalisation gives $E_0=F+\sum vn_0=1.25306-3.94162=-2.68856$ Ha ($-73.16$ eV), $I=-2.2024+2.6886=0.4862$ Ha and $A=-2.6886+2.4331=-0.2555$ Ha. $A$ is negative: adding a fourth electron costs energy, and the walls prevent it from leaving. The fundamental gap is $I-A=0.7417$ Ha (20.18 eV); since the walls confine the added electron, this value belongs to the 12-site box and depends on where the walls stand.

For $\alpha=\frac14$, inversion of (2) to the density $n_0$ gives

$$F^S=0.50231+\tfrac14(0.75460)=0.50231+0.18865=0.69096\ \text{Ha},$$

$$R=1.25306-0.69096=0.56210\ \text{Ha}.$$

The split of $R$ is $\frac34(0.7546)-0.0039=0.5660-0.0039=0.5621$ Ha. Equation (5) reads $-1.78740-0.18865-1.27461+0.56210=-2.68856$ Ha. The operator $\alpha K$ has diagonal element $-\frac14 w(0)\,n_0=-\frac14(0.4840)=-0.1210$ Ha at site 6 and couples it to sites 5 and 7 with $-0.0526$ and $-0.0592$ Ha, and to sites 4 and 8 with $-0.0117$ and $-0.0167$ Ha; these off-diagonal elements make it nonlocal. The local part $v_R$ runs from 0.261 Ha at site 12 to 0.559 Ha at site 5.

| $\alpha$ | $R$ (Ha) | $E_c^\alpha$ (Ha) | $T_\alpha-T_s$ (Ha) | gap (Ha) |
|---|---|---|---|---|
| 0 | 0.7509 | −0.00480 | 0 | 0.3712 |
| 0.25 | 0.5621 | −0.00386 | 0.00013 | 0.4740 |
| 0.5 | 0.3736 | −0.00327 | 0.00048 | 0.5781 |
| 0.75 | 0.1853 | −0.00296 | 0.00099 | 0.6833 |
| 1 | −0.0029 | −0.00287 | 0.00162 | 0.7895 |

All five systems share $n_0$ and $E_0$, yet their determinants differ, as $T_\alpha>T_s$ shows. At $\alpha=\frac14$ the leading-order formulas give $-c_2\alpha^2=2.324\times10^{-3}/16=1.45\times10^{-4}$ Ha, 11% above the full value $1.31\times10^{-4}$ Ha, and a gap $0.3712+\frac14(0.4080)=0.4732$ Ha against 0.4740 Ha. The exact gap in the orbital spectrum goes from 10.10 eV at $\alpha=0$ to 21.48 eV at $\alpha=1$. It lies below $I-A$ up to $\alpha=0.75$ and above it, by 0.048 Ha, at $\alpha=1$. Exact density and energy therefore do not make the GKS gap equal to $I-A$. The orbital gaps, like $I-A$, belong to the 12-site box: with four more sites on each side they fall to 0.304 Ha at $\alpha=0$ and 0.628 Ha at $\alpha=1$, and $I-A$ falls to 0.593 Ha, with the same ordering.

At $\alpha=1$, $v_R$ lies between 0.006 and 0.025 Ha. Without it one has plain Hartree–Fock, with $E=-2.68573$ Ha, 0.00283 Ha above $E_0$, and $\sum|n-n_0|=0.017$ out of 3 electrons. Forcing the density to $n_0$ raises the determinant energy to $-2.68569$ Ha, and $R=-0.00287$ Ha brings it to $E_0$.

The numerical check tests both routes. For the first, a finite difference of $R$ along a norm-conserving direction matches $\sum v_R\,\delta n$ ($-0.074756$ Ha both ways), the gradient of the functional (1) at a determinant 0.0459 Ha above $E_0$ matches the operator of (2) ($-0.090712$ Ha both ways), and a self-consistent loop with the exact $v_R[n]$, started from a uniform density, reaches $n_0$ and $E_0$ in 36 cycles. For the second, direct searches over complex determinants at $\alpha=\frac14$ and $1$ reproduce $F^S$, $\gamma$ and $u$ with the density constraint, and return to $n_0$ in the potential $u$ without it. These searches use three random starts each, which is evidence of a global minimum in this model, not a proof.

## Computed values

```
model: M=12 sites, spacing 1 bohr, N=3, wells at (3.0, 6.0, 10.0) bohr, dim=220
v (Ha) sites 1-6 : -0.7538 -1.0737 -1.4576 -1.3187 -1.3504 -1.5588
v (Ha) sites 7-12: -1.2659 -1.0905 -1.1877 -1.3840 -1.0273 -0.7220
n0 (e/site) sites 1-6 :  0.0456  0.2457  0.4936  0.2149  0.2162  0.4840
n0 (e/site) sites 7-12:  0.2427  0.0930  0.2114  0.4857  0.2270  0.0402
E(N-1), E0, E(N+1) = -2.202353 -2.688560 -2.433096 Ha
F[n0] = 1.253057 Ha, v.n0 = -3.941617 Ha, E_H = 1.875481 Ha
first excitation = 0.408352 Ha
I = 0.486207 Ha, A = -0.255464 Ha
I-A = 0.741670 Ha = 20.182 eV
alpha   FS        T         Ex        W         R        (Ha)
0.00  0.502180  0.502180 -1.119803  0.755678  0.750877
0.25  0.690962  0.502311 -1.120879  0.754602  0.562096
0.50  0.879493  0.502658 -1.121810  0.753671  0.373564
0.75  1.067806  0.503166 -1.122627  0.752854  0.185251
1.00  1.255928  0.503798 -1.123352  0.752129 -0.002870
alpha   Ec (Ha)   T-Ts (Ha)  gap (Ha)  gap (eV)
0.00  -0.004800  0.000e+00  0.371220  10.101
0.25  -0.003855  1.311e-04  0.473970  12.897
0.50  -0.003271  4.776e-04  0.578056  15.730
0.75  -0.002963  9.859e-04  0.683274  18.593
1.00  -0.002870  1.618e-03  0.789462  21.482
gauge for eps and vR: eps_HOMO = -I
alpha=0.00 eps1..4 (Ha): -0.6780 -0.5908 -0.4862 -0.1150
alpha=0.00 vR 1-6  (Ha):  0.3652  0.4325  0.5267  0.7084  0.7421  0.6356
alpha=0.00 vR 7-12 (Ha):  0.6425  0.7425  0.5884  0.4690  0.3975  0.3452
alpha=0.25 eps1..4 (Ha): -0.6973 -0.6039 -0.4862 -0.0122
alpha=0.25 vR 1-6  (Ha):  0.2771  0.3287  0.4002  0.5340  0.5589  0.4819
alpha=0.25 vR 7-12 (Ha):  0.4859  0.5566  0.4436  0.3553  0.3011  0.2611
alpha=1.00 eps1..4 (Ha): -0.7496 -0.6380 -0.4862  0.3033
alpha=1.00 vR 1-6  (Ha):  0.0168  0.0214  0.0241  0.0163  0.0155  0.0247
alpha=1.00 vR 7-12 (Ha):  0.0208  0.0061  0.0160  0.0195  0.0177  0.0148
alpha=0.25 sum eps = -1.787399 Ha, vR.n0 = 1.274606 Ha
alpha=0.25 alpha*K row site 6, cols 4-9 (Ha): -0.0117 -0.0526 -0.1210 -0.0592 -0.0167 -0.0028
direct search FS(0.25), FS(1) = 0.690962 1.255928 Ha
dR along dn: finite diff -0.074756, vR.dn -0.074756 Ha
trial determinant: E-E0 = 0.045914 Ha
trial gradient: finite diff -0.090712, operator -0.090712 Ha
SCF alpha=0.25: 36 cycles, E = -2.688560 Ha, max|n-n0| = 9.7e-09 e
E0 = -2.688560 Ha = -73.159 eV
c2: formula -2.3243e-03, finite diff -2.3243e-03 Ha
Delta_x: formula 0.407989, finite diff 0.407988 Ha
KS gap + Delta_x = 0.779209 Ha
Hartree-Fock: E = -2.685732 Ha, sum|n-n0| = 0.01704 e
FS(1) + v.n0 = -2.685689 Ha
```
